# Excess conductance along a grain boundary in the Gouy-Chapman model

## A number to explain

Take a model grain boundary in cubic lead fluoride at 400 K, with fluoride vacancies accumulated on both sides of its core. With $10^{19}$ vacancies per cm³ at the edge of the core, the boundary adds a sheet conductance of 0.103 nS to the crystal. With ten times as many, and the temperature, permittivity, mobilities and bulk composition unchanged, it adds 0.337 nS. Ten times the concentration has bought a factor of 3.3, close to $\sqrt{10}\approx3.16$.

Sheet conductance means this: a strip of boundary of length $L$ along the current and width $w$ across it adds a conductance $\Delta Y\,w/L$ to the sample. The quantity $\Delta Y$ has the unit siemens. It counts the space charge beside the core, as an excess over undisturbed bulk. Conduction inside the core is not included.

## First case: one carrier and no bulk

Keep only the accumulated carrier, with charge $+e$ and concentration $c(x)$, where $x\ge0$ is the distance from the core edge and $c(0)=c_0$. The core is negative and attracts it. The carriers are dilute and in local equilibrium, and the crystal is a continuum of permittivity $\varepsilon$. With electric potential $\Phi$, the Boltzmann distribution is

$$c=c_0e^{\eta},\qquad \eta=-\frac{e[\Phi(x)-\Phi(0)]}{kT}.$$

Poisson's equation $\Phi''=-ec/\varepsilon$, multiplied by $-e/kT$, becomes

$$\eta''=\frac{e^2c_0}{\varepsilon kT}\,e^{\eta}.$$

Multiply by $\eta'$ and integrate. Far away both the field and the concentration vanish, so the constant of integration is zero:

$$\tfrac12\eta'^2=\frac{e^2c_0}{\varepsilon kT}e^{\eta}.$$

The concentration falls away from the core, so the negative root applies. With

$$\ell=\sqrt{\frac{2\varepsilon kT}{e^2c_0}}$$

it reads $\eta'=-(2/\ell)e^{\eta/2}$. Hence $(e^{-\eta/2})'=-\tfrac12\eta'e^{-\eta/2}=1/\ell$, and since $\eta(0)=0$,

$$e^{-\eta/2}=1+\frac{x}{\ell},\qquad c=\frac{c_0}{(1+x/\ell)^2}.$$

The number of carriers per area on one side is

$$N=\int_0^\infty c\,dx=c_0\ell=\frac{\sqrt{2\varepsilon kT\,c_0}}{e}.$$

This is the origin of the square root. More carriers at the edge screen the core charge over a shorter distance: the layer thins as $c_0^{-1/2}$ while its edge concentration grows as $c_0$. Half of the carriers lie within $\ell$.

This case has no bulk, so it cannot say when accumulation is strong enough for the law to hold, nor what the oppositely charged carrier does.

## General case: two carriers

Let the neutral bulk contain carriers $a$ (charge $+e$) and $b$ (charge $-e$), each at concentration $c_\infty$. Both are mobile and there is no fixed dopant. The grain is much wider than the layer, so it can be treated as half-infinite. Take $\Phi=0$ in the bulk and define $\psi=-e\Phi/kT$, which is positive near the negative core. Then

$$c_a=c_\infty e^{\psi},\qquad c_b=c_\infty e^{-\psi},\qquad \zeta\equiv\frac{c_0}{c_\infty}=e^{\psi_0},$$

where $c_0$ is the edge concentration of $a$ and $\psi_0=\psi(0)$. If the negative carrier is the accumulated one, all charges change sign and the results below are unchanged.

The charge density is $e(c_a-c_b)=2ec_\infty\sinh\psi$. Poisson's equation therefore gives

$$\psi''=\frac{2e^2c_\infty}{\varepsilon kT}\sinh\psi=\frac{\sinh\psi}{\lambda^2},\qquad \lambda=\sqrt{\frac{\varepsilon kT}{2e^2c_\infty}},$$

with $\lambda$ the Debye length. Multiply by $\psi'$ and integrate from the bulk, where $\psi=\psi'=0$:

$$\tfrac12\psi'^2=\frac{\cosh\psi-1}{\lambda^2}=\frac{2\sinh^2(\psi/2)}{\lambda^2}.$$

Since $\psi$ decreases away from the core,

$$\psi'=-\frac{2}{\lambda}\sinh\frac{\psi}{2}.$$

### The carrier integrals

The excess of $a$ on one side is $N_a=\int_0^\infty(c_a-c_\infty)\,dx$. The potential is monotonic, so $\psi$ can replace $x$ as the variable, with $dx=d\psi/\psi'$. The minus sign in $\psi'$ reverses the limits:

$$N_a=\lambda c_\infty\int_0^{\psi_0}\frac{e^{\psi}-1}{2\sinh(\psi/2)}\,d\psi .$$

Because $e^\psi-1=e^{\psi/2}(e^{\psi/2}-e^{-\psi/2})=2e^{\psi/2}\sinh(\psi/2)$, the integrand is simply $e^{\psi/2}$, and

$$N_a=2\lambda c_\infty\left(e^{\psi_0/2}-1\right)=2\lambda c_\infty(\sqrt\zeta-1).$$

For $b$, $e^{-\psi}-1=-2e^{-\psi/2}\sinh(\psi/2)$, so the integrand is $-e^{-\psi/2}$ and

$$N_b=2\lambda c_\infty\left(\frac1{\sqrt\zeta}-1\right)<0.$$

Gauss's law gives a consistency condition. The charge per area on one side must be $\varepsilon E_0$, where $E_0=(kT/e)|\psi'(0)|$ is the edge field. Subtracting the two integrals,

$$e(N_a-N_b)=4e\lambda c_\infty\sinh\frac{\psi_0}{2}.$$

On the other side, $\varepsilon E_0=(2\varepsilon kT/e\lambda)\sinh(\psi_0/2)$. The two agree because $\varepsilon kT=2e^2c_\infty\lambda^2$.

### From carriers to conductance

Apply a weak field along the boundary. It is the same at every $x$, so all layers conduct in parallel. Let the mobilities $u_a$ and $u_b$ be uniform up to the core edge. With $s$ equivalent sides ($s=2$ for a symmetric boundary),

$$\Delta Y=se(u_aN_a+u_bN_b).$$

The charges do not cancel here, since opposite charges drift in opposite directions and their currents add. Writing $1-1/\sqrt\zeta=(\sqrt\zeta-1)/\sqrt\zeta$ in $N_b$ gives

$$\boxed{\Delta Y=2se\lambda c_\infty(\sqrt\zeta-1)\left(u_a-\frac{u_b}{\sqrt\zeta}\right)}$$

Within the stated model this holds for any $\zeta>1$.

## Limits

### Weak accumulation

For $\psi_0\ll1$, $\sqrt\zeta-1\approx\psi_0/2$, and

$$\Delta Y\approx se\lambda c_\infty(u_a-u_b)\psi_0.$$

The linearized equation $\psi''=\psi/\lambda^2$ gives the same. Its solution $\psi_0e^{-x/\lambda}$ has area $\lambda\psi_0$, so one carrier gains $\lambda c_\infty\psi_0$ and the other loses as much. If the two mobilities differ appreciably, the effect is linear in $\psi_0\approx(c_0-c_\infty)/c_\infty$, with no square root. If they are equal, the linear terms cancel and the boxed formula gives $\Delta Y\approx\tfrac12se\lambda c_\infty u_a\psi_0^2$.

### Strong accumulation

Set $r=u_b/u_a$. When $\sqrt\zeta\gg1$ and $\sqrt\zeta\gg r$, both subtractions are negligible. Inserting $\lambda$,

$$\Delta Y\to2se\,u_a\sqrt{\frac{\varepsilon kT}{2e^2c_\infty}}\,\sqrt{c_\infty c_0}=s\,u_a\sqrt{2\varepsilon kT\,c_0}.$$

This is $se\,u_aN$ with the $N$ of the one-carrier case. The bulk concentration has cancelled: a bulk with fewer carriers has a longer Debye length, but the dense part of the layer has thickness $2\lambda/\sqrt\zeta=\ell$, which depends on $c_0$ alone at fixed $T$ and $\varepsilon$.

The full profile shows how the two cases join. From $\psi'$,

$$\frac{d}{dx}\ln\tanh\frac{\psi}{4}=\frac{\psi'}{2\sinh(\psi/2)}=-\frac1\lambda .$$

Hence $\tanh(\psi/4)=\vartheta e^{-x/\lambda}$ with $\vartheta=\tanh(\psi_0/4)$. Solving for the exponential,

$$e^{\psi/2}=\frac{1+\vartheta e^{-x/\lambda}}{1-\vartheta e^{-x/\lambda}}.$$

For large $\zeta$, $\vartheta=(\sqrt\zeta-1)/(\sqrt\zeta+1)\approx1-2/\sqrt\zeta$. At $x\ll\lambda$ the numerator is then about 2 and the denominator about $2/\sqrt\zeta+x/\lambda$. This gives $e^{\psi/2}\approx\sqrt\zeta/(1+x/\ell)$, the earlier profile. It gives way to an exponential tail at distances of order $\lambda$.

### How fast the limit is reached

Dividing the exact result by its limit,

$$\frac{\Delta Y}{\Delta Y_{\rm lim}}=\left(1-\frac1{\sqrt\zeta}\right)\left(1-\frac r{\sqrt\zeta}\right).$$

The leading relative error is $(1+r)/\sqrt\zeta$, which decays slowly. To find the local exponent put $y=\sqrt\zeta$. At fixed $c_\infty$, $d\ln c_0=2\,d\ln y$, and $\Delta Y\propto(y-1)(y-r)/y$. Therefore, where $\Delta Y>0$,

$$\frac{d\ln\Delta Y}{d\ln c_0}=\frac y2\left[\frac1{y-1}+\frac1{y-r}-\frac1y\right]=\frac12\left[\frac{y}{y-1}+\frac{r}{y-r}\right],$$

which approaches $\tfrac12$ from above.

### A fast depleted carrier

If $r>1$, the boxed formula is negative for $1<\sqrt\zeta<r$. The boundary accumulates carriers and yet conducts less than the bulk it replaces, because the carriers lost are the faster ones. Expanding, $(y-1)(1-r/y)=y-r-1+r/y$. This is smallest at $y=\sqrt r$, where it equals $-(\sqrt r-1)^2$. The deepest deficit is thus

$$\Delta Y_{\min}=-2se\lambda c_\infty(\sqrt{u_b}-\sqrt{u_a})^2.$$

A large $\zeta$ is therefore not enough for the square-root law; $\sqrt\zeta$ must also be large compared with $r$.

## Numbers for the lead fluoride boundary

Carrier $a$ is the fluoride vacancy and $b$ the fluoride interstitial. The parameters are round and only roughly typical: $T=400$ K ($kT/e=34.47$ mV), $\varepsilon=30\,\varepsilon_0$, $c_\infty=2\times10^{16}$ cm⁻³, $c_0=10^{19}$ cm⁻³, $u_a=10^{-4}$ and $u_b=10^{-5}$ cm²/Vs. Then $\zeta=500$, $\sqrt\zeta=22.36$, $\lambda=37.8$ nm and $\ell=2\lambda/\sqrt\zeta=3.38$ nm.

The potential step is $\ln(500)\times34.47$ mV $=0.214$ V, and the edge field is 0.204 MV/cm. By Gauss's law the core carries $2\varepsilon E_0=1.08$ μC/cm² of negative charge. On each side,

$$N_a=2(37.8\times10^{-7}\,{\rm cm})(2\times10^{16}\,{\rm cm^{-3}})(21.36)=3.23\times10^{12}\ {\rm cm^{-2}},$$

and likewise $N_b=-1.44\times10^{11}$ cm⁻². For two sides,

$$\Delta Y=2e\left(10^{-4}\times3.23\times10^{12}-10^{-5}\times1.44\times10^{11}\right)\ {\rm S}=0.103\ {\rm nS}.$$

The limiting formula gives 0.108 nS, so the exact value is 4.9 % below it.

The bulk conductivity $\sigma_\infty=ec_\infty(u_a+u_b)$ is $3.5\times10^{-7}$ S/cm. The boundary adds as much conductance as a bulk layer $\Delta Y/\sigma_\infty=2.9$ μm thick, although half of its excess vacancies sit within 3.4 nm of each core edge. If parallel boundaries of this kind were 1 μm apart, their excess would be 2.9 times the bulk conductance along them.

Now vary $c_0$ with everything else fixed:

| $c_0$ (cm⁻³) | exact (nS) | limit (nS) | exponent | $\ell$ (nm) |
|---|---|---|---|---|
| $10^{17}$ | 0.0057 | 0.0108 | 0.93 | 33.8 |
| $10^{18}$ | 0.0290 | 0.0343 | 0.59 | 10.7 |
| $10^{19}$ | 0.1030 | 0.1083 | 0.53 | 3.4 |
| $10^{20}$ | 0.3373 | 0.3426 | 0.51 | 1.1 |

At $10^{17}$ cm⁻³ the vacancies are already enriched fivefold, yet the exponent is nearer 1 than ½. The two conductance columns differ by about 0.005 nS in every row. The expansion used above explains this:

$$\Delta Y=\Delta Y_{\rm lim}-2s\lambda\sigma_\infty+\frac{2se\lambda c_\infty u_b}{\sqrt\zeta}.$$

The middle term does not depend on $c_0$. It is the conductance of a bulk layer $4\lambda$ thick, and the last term is small here. The opening factor of 3.3 exceeds $\sqrt{10}$ because this fixed amount is subtracted from both values.

## What the model leaves out

The following sizes refer to $c_0=10^{19}$ cm⁻³, held fixed, and are relative to the model's own excess.

**Discrete planes.** With a lattice parameter of 0.59 nm, the anion planes parallel to a cube face are $d=0.295$ nm apart. Replace the continuum by charged sheets at this spacing, the first holding the concentration $c_0$. Poisson's equation becomes $\psi_{j+1}-2\psi_j+\psi_{j-1}=(d/\lambda)^2\sinh\psi_j$. Solved by Newton iteration, it gives a vacancy excess 4.7 % larger. Most of this is the half-cell $dc_0/2$ by which a sum with a whole first plane exceeds the trapezoidal integral; relative to $c_0\ell$ it is $d/2\ell=4.4$ %. At $10^{20}$ cm⁻³, $\ell$ is under four plane spacings and the same ratio is about 14 %. The square-root law thus loses accuracy at high $c_0$ as well as at low.

**Correlation.** Each carrier keeps like carriers out of its immediate surroundings, a correlation that the mean potential omits. For a rough size, use the Debye-Hückel theory locally. The Bjerrum length is $l_B=e^2/(4\pi\varepsilon kT)=1.39$ nm, and the screening length at the edge is $1/\kappa=2.39$ nm, with $\kappa^2=4\pi l_Bc_0$. Charging all carriers together from zero, with $\kappa$ proportional to the charge, gives a free-energy density $f=-kTc_0l_B\kappa/3$. Since $f\propto c^{3/2}$, its pressure is $c\,\partial f/\partial c-f=f/2=-kTc_0\,\kappa l_B/6$. The edge field follows from the pressure balance $\varepsilon E_0^2/2\approx P(c_0)$, so in this local estimate the sheet charge falls by the fraction $\kappa l_B/12$, about 5 %. That is probably too much. For a uniformly charged core and a uniform permittivity, the forces between carriers on the same side cancel in pairs and leave the balance $\varepsilon E_0^2/2\approx kTc_0$ unchanged; only correlation between the two sides, across the core, can alter it.

**Fixed dopant.** Let negative dopant ions of concentration $N_d$ be compensated by vacancies, so that the bulk values obey $v_a-v_b=N_d$ and $v_av_b=c_\infty^2$. Numerical integration of Poisson's equation from the bulk tail to the core edge changes $\Delta Y$ by $+2.2$ % for 1 ppm of anion sites and by $-4.0$ % for 10 ppm. The change of sign comes from two opposing effects. The first integral is now

$$\frac{\varepsilon E_0^2}{2}=kT\left[c_0+\frac{c_\infty^2}{c_0}-(v_a+v_b)-N_d\ln\frac{c_0}{v_a}\right].$$

Doping lowers $E_0$ in two ways: $v_a+v_b=\sqrt{N_d^2+4c_\infty^2}$ exceeds $2c_\infty$, and the logarithmic term, positive because $c_0>v_a$, is subtracted. The second effect is the larger one here. Gauss's law, $N_a=\varepsilon E_0/e-|N_b|$, gives

$$\Delta Y=s\left[u_a\varepsilon E_0-e(u_a+u_b)|N_b|\right].$$

A rise in $\Delta Y$ therefore requires a smaller interstitial loss $|N_b|$. Doping leaves fewer interstitials to lose, and at 1 ppm this gain prevails. At 10 ppm the weaker field does.

**Finite grains.** For a grain 100 nm wide between two such boundaries, in equilibrium with a reservoir that fixes $c_\infty$, a finite-difference solution with zero field at mid-grain gives 1.4 % more vacancies per side. Here too there are fewer interstitials to lose: half the grain holds at most $10^{11}$ cm⁻² of them at bulk concentration, less than the $1.44\times10^{11}$ cm⁻² that an isolated layer expels. At 1000 nm the change is below 0.1 %.

**Site filling.** Vacancies occupy 0.026 % of the anion sites at the core edge, so competition for sites is negligible.

## Beside real lead fluoride

Cubic lead fluoride does conduct by fluoride defects, with vacancies and interstitials as the intrinsic pair, so a symmetric monovalent layer suits it. At 400 K the cubic form is a retained phase. The chosen $c_\infty$ is only about 0.5 ppm of the anion sites, so it describes a very pure crystal; impurities at the ppm level already change the bulk vacancy concentration by a factor of two or more, upward or downward according to their charge. For negative dopants, compensated by vacancies, the change in $\Delta Y$ at fixed $c_0$ is a few per cent up to 10 ppm, but the same integration, which ignores any binding of vacancies to dopant ions, gives about $-48$ % at 100 ppm, while $\sigma_\infty$, and with it the equivalent thickness, changes much more. Positive dopants, compensated by interstitials, matter more for $\Delta Y$, because the layer then has many more interstitials to lose: integrating Poisson's equation for them gives a change of about $-6$ % at 1 ppm and $-40$ % at 10 ppm.

The value of $c_0$ is an assumption. It depends on the charge of the core, which varies with the boundary and its impurities, and a tenfold error in it changes $\Delta Y$ by a factor of 3.3 upward or 3.6 downward. The mobility next to the core is also uncertain. The first 0.295 nm holds 8.4 % of the excess vacancies: if they were immobile, $\Delta Y$ would fall by about 8 %, and if they were ten times faster, it would rise by about 76 %. A conducting core would add its own term. A measured excess conductance along the boundary therefore yields $c_0$ through the square-root law only if $u_a$ near the core is known, core conduction is small or separately determined, fixed dopants are scarce (here, well below 1 ppm if positive and no more than about 10 ppm if negative), $\sqrt{c_0/c_\infty}$ is large compared with both 1 and $u_b/u_a$, and $\ell$ is many plane spacings long. At $c_0=10^{20}$ cm⁻³, where $\ell$ is under four spacings, applying the law to the conductance of the discrete-plane model would give a $c_0$ about 30 % too high.

Numbers in the example were calculated in double precision.
